# Energy and force covariances of a Gaussian-process potential surface

A surrogate for a potential-energy or free-energy surface can be trained on forces, and one electronic-structure or sampling run gives several force components. Let the unknown energy \(E(\mathbf x)\), with \(\mathbf x\in\mathbb R^d\), be a Gaussian process with mean \(m(\mathbf x)\) and covariance \(k(\mathbf x,\mathbf x')\). The force is \(\mathbf F=-\nabla E\). We write \(\partial_i\) for a derivative with respect to \(x_i\) and \(\partial'_j\) for one with respect to \(x'_j\), and assume that \(m\), \(\partial_i m\), \(k\), \(\partial_i k\), \(\partial'_j k\) and \(\partial_i\partial'_j k\) are continuous. "Posterior mean" is the average over the process after the data are given; a thermal average is called thermal.

## (a) When does a random energy have a force?

**Question.** Find the variance of a difference quotient of \(E\) in one dimension, compare three kernels, and show that the assumptions on \(k\) suffice for a derivative to exist.

**Solution.** Let \(\delta E=E-m\) and \(Q_h(x)=[\delta E(x+h)-\delta E(x)]/h\). For a stationary kernel \(k(x-x')\),
\[
\mathrm{Var}\,Q_h=\frac{k(0)-2k(h)+k(0)}{h^2}=\frac{2[k(0)-k(h)]}{h^2}.
\]
Take unit variance and unit length, and \(h>0\):

- Squared exponential: \(k=e^{-h^2/2}=1-h^2/2+\dots\), so the variance tends to 1.
- Matérn-3/2: with \(a=\sqrt3\,h\), \(k=(1+a)e^{-a}=1-a^2/2+a^3/3-\dots\), so the variance is \(3-2\sqrt3\,h+\dots\) and tends to 3.
- Exponential: \(k=e^{-h}=1-h+h^2/2-\dots\), so the variance is \(2/h-1+\dots\) and diverges.

At \(h=0.001\) the values are 1.000, 2.997 and 1999. The exponential kernel describes an energy without a force.

A finite variance is not yet a limit. For the general kernel, the covariance of two quotients is
\[
\mathrm{Cov}[Q_h(x),Q_g(x')]=\frac1{hg}\int_0^h\!ds\int_0^g\!dt\;\partial\partial' k(x+s,x'+t),
\]
because integrating the mixed derivative gives back the four kernel values in the product of differences. By continuity this tends to \(\partial\partial'k(x,x')\) however \(h\) and \(g\) go to zero. Put \(x'=x\) and \(c=\partial\partial'k(x,x)\). Then
\[
\mathrm{Var}[Q_h-Q_g]=\mathrm{Var}\,Q_h-2\,\mathrm{Cov}[Q_h,Q_g]+\mathrm{Var}\,Q_g\to c-2c+c=0 .
\]
The quotients therefore converge in mean square. The same argument holds along each axis in \(d\) dimensions. Mean-square limits of jointly Gaussian variables are jointly Gaussian, so \(E\) and \(\mathbf F\) form one Gaussian process.

## (b) The covariance blocks

**Question.** Find the covariances between energies and forces, with their signs, and evaluate them for the squared-exponential kernel.

**Solution.** The limit may be taken outside the covariance: by the Cauchy–Schwarz inequality, the error is at most the deviation of the other variable times that of the quotient from its limit, which vanishes. Each force brings one minus sign:
\[
\begin{aligned}
\mathrm{Cov}[E(\mathbf x),F_j(\mathbf x')]&=-\lim_{g\to0}\frac{k(\mathbf x,\mathbf x'+g\mathbf e_j)-k(\mathbf x,\mathbf x')}{g}=-\partial'_jk,\\
\mathrm{Cov}[F_i(\mathbf x),E(\mathbf x')]&=-\partial_ik,\\
\mathrm{Cov}[F_i(\mathbf x),F_j(\mathbf x')]&=(-1)^2\,\partial_i\partial'_jk=\partial_i\partial'_jk .
\end{aligned}
\]
The assembled matrix has no negative eigenvalue, since each of its quadratic forms is the variance of a sum of energies and forces.

Now let \(k=\sigma^2e^{-|\mathbf d|^2/2\ell^2}\) with \(\mathbf d=\mathbf x-\mathbf x'\). Since \(\partial_id_j=\delta_{ij}\) and \(\partial'_id_j=-\delta_{ij}\), we have \(\partial_ik=-kd_i/\ell^2\) and \(\partial'_jk=+kd_j/\ell^2\). Differentiating the latter once more gives
\[
\partial_i\partial'_jk=\frac{(\partial_ik)\,d_j+k\,\delta_{ij}}{\ell^2}
=k\left(\frac{\delta_{ij}}{\ell^2}-\frac{d_id_j}{\ell^4}\right).
\]
Hence \(\mathrm{Cov}[E,F'_j]=-kd_j/\ell^2\) and \(\mathrm{Cov}[F_i,E']=+kd_i/\ell^2\), where a prime marks a value at \(\mathbf x'\).

Take \(\sigma=5\) eV, \(\ell=0.6\) Å, \(\mathbf x=(0.10,0.05)\) Å and \(\mathbf x'=0\). Then \(k=25\,e^{-0.0125/0.72}=24.57\) eV², and
\[
\mathrm{Cov}[E,F'_1]=-\frac{24.57\times0.10}{0.36}=-6.82\ \mathrm{eV^2/Å}.
\]
The sign is physical: a force at the origin pointing towards \(\mathbf x\) means that the energy falls in that direction. The two force components are also correlated:
\[
\mathrm{Cov}[F_1,F'_2]=-\frac{24.57\times0.10\times0.05}{0.1296}=-0.948\ \mathrm{eV^2/Å^2}.
\]

## (c) Predictions from mixed data

**Question.** Given noisy energies and forces, find the posterior means of \(E\) and \(\mathbf F\) and the relation between them. What do forces leave undetermined?

**Solution.** Write the data as \(y_a=L_aE+\varepsilon_a\), where \(L_aE\) is either \(E(\mathbf x_a)\) or \(F_j(\mathbf x_a)\). The noise is Gaussian, has zero mean, is independent of \(E\), and has a positive definite covariance \(N\). Define
\[
K_{ab}=\mathrm{Cov}[L_aE,L_bE],\qquad c_a(\mathbf x)=\mathrm{Cov}[E(\mathbf x),L_aE],\qquad
\boldsymbol\alpha=(K+N)^{-1}(\mathbf y-Lm).
\]
Consider the remainder \(r=E(\mathbf x)-m(\mathbf x)-\mathbf c^{T}\boldsymbol\alpha\). Its covariance with the data is \(\mathbf c^T-\mathbf c^T(K+N)^{-1}(K+N)=0\). Uncorrelated jointly Gaussian variables are independent, so the data do not change the zero mean of \(r\). Therefore
\[
\bar E(\mathbf x)=m(\mathbf x)+\sum_ac_a(\mathbf x)\,\alpha_a .
\]
The same argument for \(F_i(\mathbf x)\) needs its prior mean, \(-\partial_im\), and its covariance with each datum. From (b),
\[
\begin{aligned}
L_aE=E(\mathbf x_a):&\quad \mathrm{Cov}[F_i(\mathbf x),L_aE]=-\partial_ik(\mathbf x,\mathbf x_a)=-\partial_ic_a,\\
L_aE=F_j(\mathbf x_a):&\quad \mathrm{Cov}[F_i(\mathbf x),L_aE]=\partial_i\partial'_jk(\mathbf x,\mathbf x_a)=-\partial_i(-\partial'_jk)=-\partial_ic_a .
\end{aligned}
\]
The coefficients \(\alpha_a\) are the same as before and do not depend on \(\mathbf x\). Hence
\[
\boxed{\;\bar F_i(\mathbf x)=-\partial_im-\sum_a(\partial_ic_a)\,\alpha_a=-\partial_i\bar E(\mathbf x)\;}
\]
for any data values, any such noise covariance and any kernel meeting the assumptions.

The posterior covariance of the energy is \(k_p=k-\mathbf c(\mathbf x)^T(K+N)^{-1}\mathbf c(\mathbf x')\). For forces, each \(\mathbf c\) is replaced by minus its derivative and \(k\) by \(\partial_i\partial'_jk\). The result is \(\partial_i\partial'_jk_p\), so the blocks keep their form after conditioning.

If a random constant \(C\), independent of everything else, is added to \(E\), no force changes. Force data thus carry no information on \(C\). They inform energy differences, and one energy value sets the level. If the prior contains no such free constant, as with the squared-exponential kernel alone, the covariances between energy and force in (b) let forces shift the predicted level too. That shift reflects the chosen prior and mean, since the physical forces are the same for every choice of energy zero.

## (d) Work round a closed loop

**Question.** What work does the predicted force do round a closed loop? Compare this with a model that gives each force component its own independent process.

**Solution.** On a piecewise smooth loop \(\mathbf x(s)\), \(0\le s\le1\),
\[
\oint\bar{\mathbf F}\cdot d\mathbf x=-\int_0^1\frac{d}{ds}\bar E(\mathbf x(s))\,ds=\bar E(\mathbf x(0))-\bar E(\mathbf x(1))=0 .
\]
This needs \(\bar E\) to be single-valued. If a coordinate is an angle, the kernel and prior mean must be periodic in it; otherwise \(\bar E\) may differ between \(\theta\) and \(\theta+2\pi\).

Before any data are seen, the loop work \(W\) has mean \(-\oint\nabla m\cdot d\mathbf x=0\) and variance
\[
\mathrm{Var}\,W=\oint\!\oint dx_i\,dx'_j\;\partial_i\partial'_jk=0 ,
\]
with repeated indices summed, because the inner integral is that of a gradient. On any given loop, the work is thus zero with probability one under the prior.

For the separate model in two dimensions, keep the covariance of each component with itself, \(k(1/\ell^2-d_i^2/\ell^4)\), and set the cross blocks to zero. On a small circle of radius \(R\), \(W\simeq\pi R^2(\partial_1F_2-\partial_2F_1)\). The variance of \(\partial_2F_1\) is minus the second derivative of the covariance of \(F_1\) with respect to \(d_2\) at \(\mathbf d=0\), which is \(\sigma^2/\ell^4\). The other term contributes the same amount and is independent, so
\[
\sqrt{\mathrm{Var}\,W}\simeq\sqrt2\,\pi R^2\frac{\sigma}{\ell^2}
=\frac{1.414\times0.0314\times5}{0.36}=0.617\ \mathrm{eV}
\]
for \(R=0.1\) Å. The full double integral gives 0.604 eV. The 2% difference has the size of the neglected relative corrections, of order \((R/\ell)^2=0.028\).

## (e) Data that come from no potential

**Question.** Suppose the true field \(\mathbf G\) does work \(W\neq0\) round a loop of length \(\Lambda\). How well can a conservative prediction \(\mathbf P\) follow it?

**Solution.** Since \(\oint\mathbf P\cdot d\mathbf x=0\), all of \(W\) appears in the error:
\[
|W|=\left|\oint(\mathbf G-\mathbf P)\cdot d\mathbf x\right|\le\oint|\mathbf G-\mathbf P|\,ds\le\sqrt{\Lambda}\left(\oint|\mathbf G-\mathbf P|^2ds\right)^{1/2},
\]
where \(s\) is now arc length and the last step is the Cauchy–Schwarz inequality. Dividing by \(\Lambda\) shows that the root-mean-square (rms) error on the loop is at least \(|W|/\Lambda\).

Take \(\mathbf G=(-x_2,x_1)\times1\) eV/Å² on a square of side 0.16 Å centred at the origin. The curl is 2 eV/Å², so \(W=2\times0.16^2=0.0512\) eV and the bound is \(0.0512/0.64=0.080\) eV/Å. A joint model trained on this field at the eight points of part (g), with the same prior and noise, has an rms loop error of 0.326 eV/Å. The field itself has an rms size of only \(\sqrt{0.08^2+0.08^2/3}=0.092\) eV/Å there, so predicting zero force would have been better. Yet the rms misfit per component at the training points is 0.018 eV/Å. This is 18 times the assumed noise, which already warns that the data and the model disagree, but it greatly understates the error on the loop, 0.23 eV/Å per component. The size of that error depends on the assumed force noise: with \(10^{-2}\) and \(10^{-1}\) eV/Å the rms loop error falls to 0.152 and 0.097 eV/Å, still above the bound.

## (f) Free energies

**Question.** Do the same covariances apply to thermal mean forces?

**Solution.** Let \(\mathbf q\) be retained Cartesian coordinates and \(\mathbf y\) the rest, with classical statistics and
\[
A(\mathbf q)=-k_BT\ln\int e^{-U(\mathbf q,\mathbf y)/k_BT}d\mathbf y .
\]
Differentiating under the integral, with limits independent of \(\mathbf q\), gives
\[
-\frac{\partial A}{\partial q_i}=k_BT\,\frac{\int(-\partial_iU/k_BT)\,e^{-U/k_BT}d\mathbf y}{\int e^{-U/k_BT}d\mathbf y}=\left\langle-\frac{\partial U}{\partial q_i}\right\rangle_{\mathbf q}.
\]
The thermal mean force is therefore minus a gradient, and (a)–(d) hold with \(E\) replaced by \(A\). Sampling errors enter through \(N\), which may correlate the components measured in one run. In curved coordinates, a volume factor \(J(\mathbf q,\mathbf y)\) in the integral adds \(k_BT\langle\partial_i\ln J\rangle\) to the force, and this term must be included in the data.

## (g) One hydrogen atom of formaldehyde

**Question.** Apply the model to an H atom of isolated H₂CO moving in the molecular plane. How good are its energies, and what limits their use?

**Solution.** The other atoms are clamped. The chosen round geometry has CO = 1.20 Å, CH = 1.10 Å and an HCH angle of 116°. The displacement \(u\) points away from the CO axis, and \(v\) runs along it from C to O. The 6-31G* basis is used with five spherical d functions per heavy atom; the six Cartesian functions of its original definition move the corner energies below by up to 0.5 meV. RHF/6-31G* gives forces at eight points and one energy, set to zero at \(u=v=0\). The prior has \(m=0\), \(\sigma=5\) eV and \(\ell=0.6\) Å; the assumed noise is \(10^{-3}\) eV/Å and \(10^{-4}\) eV. These settings were chosen, not optimized. The training data are listed in the numerical output.

Four corners of a square were not used in training:

| \(u,v\) (Å) | RHF (meV) | model (meV) | model deviation (meV) |
|---|---|---|---|
| −0.08, −0.08 | 47.64 | 48.49 | 0.18 |
| 0.08, −0.08 | 206.82 | 206.11 | 0.23 |
| 0.08, 0.08 | 68.53 | 68.57 | 0.17 |
| −0.08, 0.08 | 215.47 | 216.03 | 0.21 |

The rms energy error relative to RHF is 0.62 meV. Three of the four errors are 2.7 to 4.8 times the model's own deviation, so its error bars are too small here. The guarantee in (c) concerns consistency, not accuracy.

From the first corner to the third, the joint model gives \(68.57-48.49=20.08\) meV. Integrating its force gives 20.08 meV whether \(u\) or \(v\) is changed first; direct RHF gives 20.89 meV. With the same data, prior scales and noise, the separate model gives 16.69 meV with \(u\) first and 26.78 meV with \(v\) first. The ambiguity of 10.1 meV is about half the energy change sought. The rms force errors per component at the corners are 0.010 eV/Å (joint) and 0.039 eV/Å (separate).

Within the sampled region, the joint surface has its minimum at \((-0.008,0.007)\) Å, where a new RHF calculation leaves a force of 0.004 eV/Å. The cross curvatures \(-\partial_v\bar F_u\) and \(-\partial_u\bar F_v\) there are both −12.34 eV/Å², as equality of mixed derivatives requires. The separate model gives −12.77 and −13.83 eV/Å², which cannot both belong to one surface.

The principal curvatures \(\kappa\) are 7.64 and 35.53 eV/Å². With \(\hbar\omega=\hbar\sqrt{\kappa/m_H}\), where \(m_H\) is the hydrogen mass, they give harmonic quanta of 0.178 and 0.384 eV. The zero-point energy is \((0.178+0.384)/2=0.281\) eV, about 11 times \(k_BT=0.0259\) eV at 300 K. The classical average of (f) is therefore unsuitable for this proton's motion. The zero-point rms spread along the soft direction is 0.108 Å, while the farthest training point lies \(\sqrt{0.08^2+0.12^2}=0.144\) Å from the origin. A quantum calculation would need data farther out. These curvatures belong to the surrogate: a direct fit to RHF energies gives about 7.5 and 35.6 eV/Å² with a cross term of −12.5 eV/Å², and MP2/6-31G* at its own minimum gives about 6.9 and 31.5 eV/Å², quanta of 0.170 and 0.362 eV and a zero-point energy of 0.266 eV, still ten times \(k_BT\).

The choice of reference method can matter far more than the surrogate error. For the corner \((0.08,-0.08)\) Å, the energy above the origin is 206.8 meV in RHF/6-31G*, 138.6 meV in MP2/6-31G* and 198.7 meV in RHF/cc-pVTZ, all at the same geometries. At this corner, correlation at the MP2 level shifts the result by −68 meV and the larger basis by −8 meV, against a surrogate error of −0.7 meV. Neither shift is converged, and they do not add. With frozen core, the MP2 shift is −69 meV in 6-31G*, −50 meV in cc-pVTZ and −47 meV in cc-pVQZ, while CCSD(T)/6-31G* gives −86 meV; RHF/cc-pVQZ gives 200.8 meV. In a real molecule the other atoms also move and the hydrogen leaves the plane; neither effect is sized here. A consistent surface inherits the errors of the method that supplied its forces.

## Table of computed values

```
geometry: CO 1.20 A, CH 1.10 A, HCH 116 deg
prior: sigma 5.0 eV, length 0.6 A
noise: energy 1e-04 eV, force 1e-03 eV/A
RHF/6-31G* reference energy -3098.4272 eV
training u, v (A); force F_u, F_v (eV/A)
    0.00   0.00   -0.2990   0.1948
    0.12   0.03   -2.6469   0.7490
   -0.10   0.07    4.7224  -2.9135
    0.05  -0.11   -2.1557   1.9718
   -0.06  -0.09    0.1827   0.8574
    0.08   0.12   -1.1802  -0.6040
   -0.12  -0.02    3.2721  -1.4949
    0.01   0.08    0.4234  -0.8585
covariance of (E,Fu,Fv) at (0.10,0.05) A with same at 0
  rows E, Fu, Fv; units eV^2, eV^2/A, eV^2/A^2
    24.5697   -6.8249   -3.4125
     6.8249   66.3534   -0.9479
     3.4125   -0.9479   67.7753
largest block error against explicit sums 3.6e-14
largest mean error against weight regression 2.1e-10
largest |F + dE/dx| of the mean 4.7e-09 eV/A
unseen u, v (A); E RHF, E GP, GP deviation (meV)
  -0.08 -0.08    47.643    48.492   0.178
   0.08 -0.08   206.815   206.105   0.232
   0.08  0.08    68.531    68.568   0.172
  -0.08  0.08   215.465   216.033   0.214
rms energy error 0.622 meV
rms force error: joint 0.0096, separate 0.0386 eV/A
energy change (-0.08,-0.08) to (0.08,0.08), two paths
  direct RHF 20.888 meV
  joint    20.076, 20.076 meV
  separate 16.687, 26.782 meV
  separate, path difference -10.094 meV
prior loop work, circle radius 0.1 A:
  joint variance below 1e-12 eV^2: True
  separate deviation 0.6044 eV
swirl data: true loop work 51.20 meV
  predicted loop work 1.1e-08 meV
  rms misfit at training points 0.0181 eV/A
  rms loop error 0.3260, bound 0.0800 eV/A
quotient variance (sigma^2/l^2) at h/l = 0.01, 0.001
  squared-exp: 1.000, 1.000
  Matern-3/2: 2.966, 2.997
  exponential: 199.003, 1999.000
thermal mean force (kT): -0.97763, -0.00742
minus free-energy slope: -0.97763, -0.00742
GP minimum u, v: -0.0078, 0.0071 A
RHF force left at GP minimum 0.0037 eV/A
cross curvatures joint -12.3372, -12.3373 eV/A^2
  separate -12.7688, -13.8311 eV/A^2
principal curvatures 7.640, 35.530 eV/A^2
clamped-atom quanta 0.1780, 0.3839 eV
zero-point 0.2809 eV; kT at 300 K 0.0259 eV
zero-point rms spread 0.108, 0.074 A
E(0.08,-0.08)-E(0): RHF/6-31G* 206.8 meV
  MP2/6-31G* 138.6, RHF/cc-pVTZ 198.7 meV
```
